# Unitarity Balances In- and Out-Rates Despite Skew Scattering

Q: In the Boltzmann equation for electrons and static impurities, the collision term is often written as $\sum_{k'}W(k,k')[f(k')-f(k)]$. That seems to need $W(k,k')=W(k',k)$. With skew scattering the two rates differ. What is left of the formula?

A: Let us start without that assumption. Write $W(k',k)$ for the rate from $k$ to $k'$; the final state stands first. Then

$$\left.\frac{df_k}{dt}\right|_{\rm coll}=\sum_{k'}\left[W(k,k')f_{k'}-W(k',k)f_k\right].$$

Your formula has $W(k,k')$ in the loss term too. The replacement needs only equality of two sums,

$$\sum_{k'}W(k',k)=\sum_{k'}W(k,k').$$

The left side is the total out-rate of $k$. The right side is its total in-rate if every state of the shell is equally occupied, with unit occupation. Pairwise symmetry would be sufficient, but it may not be necessary.

Q: Then you must derive the equality of sums from something else. First, what is $W$ beyond the Born approximation?

A: Let $H=H_0+V$, with $V$ static and Hermitian, and let $|k\rangle$ be eigenstates of $H_0$ normalized in a large box. The label $k$ includes band, valley and spin. Define

$$G_0=\frac1{E+i\eta-H_0},\quad G=\frac1{E+i\eta-H},\quad T=V+VGV,\quad \eta\to0^+ .$$

Since $G=G_0+G_0VG=G_0+GVG_0$, we have $GV=G_0T$ and $VG=TG_0$, so

$$T=V+VG_0T=V+TG_0V .$$

Feed in the wave $|k\rangle$ with an amplitude growing as $e^{\eta t/\hbar}$. The scattered part is $G_0T|k\rangle$, and at $t=0$ its component on $k'$ is $T_{k'k}/(E_k-E_{k'}+i\eta)$. Its squared modulus grows at the relative rate $2\eta/\hbar$, which gives

$$W(k',k)=\frac{2\eta}{\hbar}\frac{|T_{k'k}|^2}{(E_k-E_{k'})^2+\eta^2}\;\to\;\frac{2\pi}{\hbar}|T_{k'k}|^2\,\delta(E_{k'}-E_k).$$

This is for one scatterer. For $N$ dilute, randomly placed scatterers the rates add, and phases between different $k$ are dropped. Those are assumptions of the kinetic equation.

Q: You mean to use unitarity of the scattering matrix. I would like to see it proved, and in both orders: $S^\dagger S=1$ does not automatically give $SS^\dagger=1$ in an infinite space.

A: Take the adjoint of $T=V+VG_0T$, which is $T^\dagger=V+T^\dagger G_0^\dagger V$ because $V^\dagger=V$. Hence $V=T^\dagger-T^\dagger G_0^\dagger V$. Insert this for the left factor in $T-V=VG_0T$:

$$\begin{aligned}T-V&=T^\dagger G_0T-T^\dagger G_0^\dagger(VG_0T)\\&=T^\dagger G_0T-T^\dagger G_0^\dagger(T-V)\\&=T^\dagger(G_0-G_0^\dagger)T+T^\dagger G_0^\dagger V .\end{aligned}$$

The last term is $T^\dagger-V$. Thus

$$T-T^\dagger=T^\dagger(G_0-G_0^\dagger)T. \tag{1}$$

For the other order start from $T=V+TG_0V$. Its adjoint gives $V=T^\dagger-VG_0^\dagger T^\dagger$, to be inserted for the right factor in $T-V=TG_0V$:

$$\begin{aligned}T-V&=TG_0T^\dagger-(TG_0V)G_0^\dagger T^\dagger\\&=TG_0T^\dagger-(T-V)G_0^\dagger T^\dagger\\&=T(G_0-G_0^\dagger)T^\dagger+VG_0^\dagger T^\dagger .\end{aligned}$$

Again the last term is $T^\dagger-V$, so

$$T-T^\dagger=T(G_0-G_0^\dagger)T^\dagger. \tag{2}$$

Finally, $\frac1{x+i\eta}-\frac1{x-i\eta}=\frac{-2i\eta}{x^2+\eta^2}\to-2\pi i\,\delta(x)$, so $G_0-G_0^\dagger=-2\pi i\,\delta(E-H_0)$.

Now divide the energy shell into small cells $a$, with $\rho_a$ states per unit energy in each, and define

$$S_{ab}=\delta_{ab}-2\pi i\sqrt{\rho_a\rho_b}\,T_{ab}.$$

With $\rho$ the diagonal matrix of the $\rho_a$,

$$S^\dagger S=1-2\pi i\sqrt\rho\,(T-T^\dagger)\sqrt\rho+4\pi^2\sqrt\rho\,T^\dagger\rho T\sqrt\rho .$$

By (1), $T-T^\dagger=-2\pi i\,T^\dagger\rho T$, and the middle term becomes $-4\pi^2\sqrt\rho\,T^\dagger\rho T\sqrt\rho$. It cancels the last, so $S^\dagger S=1$. Identity (2) gives $SS^\dagger=1$ in the same way. Your caution concerns the limit $\eta\to0^+$: it must exist, and the outgoing waves must span the whole shell. This is asymptotic completeness, which I assume; it is a property of short-ranged potentials such as the one used below.

Q: How do the rates follow? The forward element contains the unscattered wave, which should not count as scattering.

A: That element supplies the answer. Column $b$ of $S$ has unit norm:

$$1=\sum_a|S_{ab}|^2=1+4\pi\rho_b\,{\rm Im}\,T_{bb}+4\pi^2\rho_b\sum_a\rho_a|T_{ab}|^2 .$$

The linear term comes from $|1-2\pi i\rho_bT_{bb}|^2$, since $2\,{\rm Re}(-2\pi i\rho_bT_{bb})=4\pi\rho_b\,{\rm Im}\,T_{bb}$. Divide by $2\pi\rho_b\hbar$:

$$\frac{2\pi}{\hbar}\sum_a\rho_a|T_{ab}|^2=-\frac2\hbar\,{\rm Im}\,T_{bb}.$$

The left side is the out-rate of $b$. Row $b$ also has unit norm, and the same expansion gives

$$\frac{2\pi}{\hbar}\sum_a\rho_a|T_{ba}|^2=-\frac2\hbar\,{\rm Im}\,T_{bb},$$

whose left side is the in-rate. One and the same number fixes both:

$$\sum_{k'}W(k',k)=\sum_{k'}W(k,k')=-\frac2\hbar\,{\rm Im}\,T_{kk}\quad\text{per scatterer}.$$

No relation between $T_{ab}$ and $T_{ba}$ was used.

Q: Perhaps unitarity secretly forces $|S_{ab}|=|S_{ba}|$, and the statement is empty.

A: With two channels it does: $|S_{12}|^2=1-|S_{11}|^2$ from the row and $|S_{21}|^2=1-|S_{11}|^2$ from the column. With three channels there is room for a surplus $1\to2\to3\to1$, which feeds each channel as much as it drains it.

The origin of the surplus shows at weak coupling. At lowest order $T=V$, and $|V_{k'k}|=|V_{kk'}|$, so the Born rate is symmetric. Next, write (1) as $T_{k'k}=T^*_{kk'}+A_{k'k}$, with

$$A_{k'k}=-2\pi i\sum_qV_{k'q}V_{qk}\,\delta(E-E_q)+O(V^3).$$

Then $|T_{k'k}|^2-|T_{kk'}|^2=2\,{\rm Re}(T_{kk'}A_{k'k})+|A_{k'k}|^2$. The last term is of fourth order, and to third order

$$|T_{k'k}|^2-|T_{kk'}|^2=4\pi\,{\rm Im}\Big[V_{kk'}\sum_qV_{k'q}V_{qk}\,\delta(E-E_q)\Big].$$

This need not vanish. Sum it over $k'$ on the shell, however, and with $D=\delta(E-H_0)$ the result is $4\pi\,{\rm Im}\,(VDVDV)_{kk}$. The operator $VDVDV$ is Hermitian, so its diagonal is real and the sum is zero.

Q: I want a case with numbers, and not a circular scatterer. There $W$ depends only on the angle $\theta$ turned through, and $\int W(\theta)\,d\theta=\int W(-\theta)\,d\theta$ is trivial.

A: Agreed. Take electrons in the PbTe valley whose axis is [111], scattered by a cluster of three unequal columns parallel to that axis. In the two-band description, with no momentum along the axis, the Hamiltonian splits into two blocks, one of which is

$$H_0=\hbar v(\sigma_xk_x+\sigma_yk_y)+\Delta\sigma_z ,\qquad E=\sqrt{\Delta^2+(\hbar vk)^2}\ \text{(upper band)}.$$

The other has $-\Delta$. A potential $V(x,y)$ that acts equally on all components does not mix them, so the shell of one block is complete by itself.

I take $\Delta=0.10$ eV and a band-edge mass of $0.025\,m_e$, both rough values for PbTe at low temperature. They give $\hbar v=\sqrt{\Delta\hbar^2/m}=0.552$ eV nm. At $E=0.15$ eV from midgap,

$$k=\frac{\sqrt{0.15^2-0.10^2}}{0.552}\ {\rm nm^{-1}}=0.2025\ {\rm nm^{-1}} .$$

The columns are chosen, not measured. Each is $V_j\exp(-|\mathbf r-\mathbf R_j|^2/2w^2)$ with $w=3$ nm. The depths are $-0.10$, $-0.05$ and $-0.08$ eV, at $(-5,0)$, $(1,-2)$ and $(4,3)$ nm. There are $n=10^9$ clusters per cm².

For area $\mathcal A$ put $T=t/\mathcal A$, multiply by $n\mathcal A$ clusters, and use $\sum_{k'}\to\mathcal A\int d^2k'/(2\pi)^2$ with $k'dk'=E'dE'/(\hbar v)^2$. All areas cancel:

$$\Gamma_{\rm out}(\varphi)=\frac n\hbar\,\frac{E}{2\pi(\hbar v)^2}\int_0^{2\pi}|t(\varphi',\varphi)|^2\,d\varphi' .$$

The integrand with its prefactor is the rate per radian. I solved $T=V+VG_0T$ on a momentum grid with 32 directions. The pair whose two rates differ most in absolute size on this grid is 326.25° and 292.50°:

- from 326.25° to 292.50°: 0.0957 per ps and radian;
- from 292.50° to 326.25°: 0.0806 per ps and radian.

The first exceeds the second by 19%. Over all pairs, $\sum|W-W^{\mathsf T}|/\sum(W+W^{\mathsf T})=0.045$.

Q: And the totals?

A: At 0° the out-rate is 0.3571 ps⁻¹ and so is the in-rate. At 90° both are 0.2402 ps⁻¹, at 135° both are 0.2665 ps⁻¹. The total varies with direction by 44% of its mean, 0.299 ps⁻¹, so rotation symmetry is not responsible. The largest difference between in- and out-rate is $9\times10^{-16}$ of the mean.

That last figure does not measure the accuracy of the rates. The discretized potential is still Hermitian, so the algebra above applies to the grid itself and leaves only rounding. Accuracy is a separate matter: with 24 directions instead of 32, the out-rates at the four right-angle directions change by about one part in $10^7$.

Q: Is the skewness due to the Dirac spinors, or merely to the lopsided cluster?

A: The cluster result does not separate them, but a single circular column shows that the spinors suffice. For the column of depth $-0.10$ eV, placed at the origin, let $m$ be the angular momentum of the upper component. The phase shifts are

$$\delta_{-2},\dots,\delta_2=0.052,\ 0.471,\ 0.874,\ 0.202,\ 0.015 .$$

They come from integrating the radial Dirac equation, and the resulting $e^{2i\delta_m}$ agree with the momentum-grid solution within $10^{-9}$. The amplitude is proportional to $\sum_ms_me^{im\theta}$ with $s_m=e^{2i\delta_m}-1=2i\sin\delta_m\,e^{i\delta_m}$. In its squared modulus the coefficient of $e^{i\theta}$ is $c_1=\sum_ms_{m+1}s_m^*$. A nonzero imaginary part of $c_1$ makes a term odd in $\theta$:

$${\rm Im}\,c_1=4\sum_m\sin\delta_{m+1}\sin\delta_m\sin(\delta_{m+1}-\delta_m).$$

If $\delta_m=\delta_{-m}$, the terms $m$ and $-m-1$ cancel. Here the shifts, taken before rounding, give

$$4(0.0096+0.1366-0.0958-0.0006)\approx0.20 ,$$

so left and right turns differ. The lopsided shape also suffices by itself: for a scalar particle with the same $k$ and mass $E/v^2$, the cluster gives a skewness of 0.031, against 0.045 with the spinors.

Q: But PbTe without a magnetic field obeys time reversal. Should that not restore symmetry?

A: Time reversal $\Theta$ takes $\mathbf k$ to $-\mathbf k$ and exchanges the two blocks. Being antiunitary, it obeys $\langle a|B|b\rangle=\langle\Theta b|\Theta B^\dagger\Theta^{-1}|\Theta a\rangle$. It turns $T_+^\dagger$ into $T_-$, because conjugation reverses the sign of $i\eta$. Therefore

$$W_+(k',k)=W_-(-k,-k').$$

This links different blocks and does not symmetrize either one. Sum over $k'$: the out-rate of $k$ in block $+$ equals the in-rate of $-k$ in block $-$, and by the balance also the out-rate there. In the example the $+$ block has 0.3571 ps⁻¹ at 0° and 0.3552 ps⁻¹ at 180°. The $-$ block has these two values interchanged.

Q: Now the kinetics. Without detailed balance, is equilibrium stationary, and does entropy still grow?

A: The balance gives your formula, $\dot f_k=\sum_{k'}W(k,k')(f_{k'}-f_k)$, which vanishes when $f$ depends on energy alone. Yet such a state has net pair flows $f\,[W(k',k)-W(k,k')]$. They circulate on the shell and their sum at each $k$ is zero.

For entropy take any concave function $s(f)$; for fermions, $s=-f\ln f-(1-f)\ln(1-f)$. Concavity means $s(f_{k'})\le s(f_k)+s'(f_k)(f_{k'}-f_k)$. Hence

$$\begin{aligned}\frac{d}{dt}\sum_ks(f_k)&=\sum_{kk'}W(k,k')\,s'(f_k)(f_{k'}-f_k)\\&\ge\sum_{kk'}W(k,k')\,[s(f_{k'})-s(f_k)]\\&=\sum_ks(f_k)\Big[\sum_{k'}W(k',k)-\sum_{k'}W(k,k')\Big]=0 .\end{aligned}$$

In the last line I exchanged the names $k$ and $k'$ in the first term. With the rates of the example and an initial $f=0.5+0.4\cos\varphi$, the entropy per state rises from 0.516 to 0.691 $k_B$ in 11.8 mean scattering times. The uniform shell with $f=0.5$ would have $\ln2=0.693$.

Q: You have left out Pauli blocking. Symmetric rates let the factors $1-f$ cancel; skew rates do not.

A: For independent fermions in a static potential those factors do not belong there. Scattering acts linearly on the operators, $c_a^{\rm out}=\sum_bS_{ab}c_b$. If initially $\langle c_b^\dagger c_{b'}\rangle=n_b\delta_{bb'}$, then

$$n_a^{\rm out}=\sum_{bb'}S_{ab}^*S_{ab'}\langle c_b^\dagger c_{b'}\rangle=\sum_b|S_{ab}|^2n_b .$$

The exclusion principle is respected, since the weights in each row sum to one and $n_a^{\rm out}$ cannot exceed one. Factors put in by hand would add, with $P_{ab}=|S_{ab}|^2$,

$$n_a\sum_bn_b(P_{ba}-P_{ab}).$$

For uniform $n$ this vanishes by the balance, but otherwise it need not. Take three modes with $S=e^{-ih}$ and

$$h=0.8\begin{pmatrix}0&1&i\\1&0.3&1\\-i&1&-0.4\end{pmatrix}.$$

Start from occupations $(0.9,0.2,0.5)$. Evolving the full many-fermion state gives $(0.376,0.471,0.753)$, as the linear law does. The version with blocking factors gives $(0.539,0.520,0.542)$.

Q: When does the balance itself fail?

A: When probability leaves the set of states being summed. Let $V=V_R-iU$ with Hermitian $V_R$ and an absorbing part $U\ge0$. The scattering state $\psi=|k\rangle+G_0T|k\rangle$ obeys $T|k\rangle=V\psi$, so

$$T_{kk}=\langle k|V|\psi\rangle=\langle\psi|V|\psi\rangle-\langle V\psi|G_0^\dagger|V\psi\rangle .$$

Its imaginary part is $-\langle\psi|U|\psi\rangle-\pi\sum_{k'}|T_{k'k}|^2\delta(E-E_{k'})$. Multiply by $-2/\hbar$:

$$-\frac2\hbar\,{\rm Im}\,T_{kk}=\Gamma_{\rm out}+\frac2\hbar\langle\psi|U|\psi\rangle .$$

The same steps for $T^\dagger$, with $\tilde\psi=|k\rangle+G_0^\dagger T^\dagger|k\rangle$, give $\Gamma_{\rm in}+\frac2\hbar\langle\tilde\psi|U|\tilde\psi\rangle$ on the right. Thus

$$\Gamma_{\rm in}-\Gamma_{\rm out}=\frac2\hbar\left(\langle\psi|U|\psi\rangle-\langle\tilde\psi|U|\tilde\psi\rangle\right),$$

which in general is not zero. Changing the first column's depth to $-0.10-0.05i$ eV, with all else fixed, makes the largest mismatch 20% of the mean out-rate. An open spin or valley channel omitted from the sums also removes probability from the count. The cure is to include it.

Q: How near is all this to real PbTe?

A: The gap and mass are of the right size; the columns are a smooth stand-in for line defects, without strain or atomic cores. The mean free path, $625\ {\rm nm\,ps^{-1}}/0.299\ {\rm ps^{-1}}\approx2.1$ µm, belongs to these columns alone and predicts no mobility. Even for these given columns, the neglect of remote bands is an error. With a rough remote mass $M=0.1\,m_e$ they contribute $\hbar^2k^2/2M=15.6$ meV, or 31% of the 50 meV kinetic energy. Replacing $\Delta$ by $\Delta+\hbar^2q^2/2M$ at every momentum $q$ in $H_0$ lowers the mean rate by about 2% at fixed energy and 6% at fixed wave number, and the skewness by 18% and 26%. These shifts depend on the remote masses: with rough values $0.06\,m_e$ for the conduction band and $0.10\,m_e$ for the valence band, the rate at fixed energy falls by 9% and the skewness by 37%.

Real carriers also move along the axis. The blocks still separate, with $\Delta$ replaced by $\sqrt{\Delta^2+(\hbar v_zk_z)^2}$. For $\hbar v_zk_z=0.05$ eV at the same total energy, the mean rate becomes 0.301 ps⁻¹ and the skewness 0.050. On this shell $\hbar v_zk_z$ runs up to 0.112 eV, and farther out the numbers change more: at 0.10 eV the rate is 0.25 ps⁻¹ and the skewness 0.12, at 0.11 eV they are 0.17 ps⁻¹ and 0.06.

Suppose $E$ is the Fermi level of a degenerate sample. Thermal smearing is then small. At 10 K, raising the energy by $k_BT=0.86$ meV changes the mean rate by $-0.2$%. Longitudinal optical phonons at their unscreened energy of roughly 14 meV have an occupation near $10^{-7}$, so their absorption is negligible. Their emission does not need phonons to be present, but it is blocked because the electron states 14 meV lower are filled. This argument does not cover acoustic phonons or the soft transverse optical branch of PbTe, which lies at only a few meV at low temperature. Nor does it cover long-wavelength longitudinal modes: at this Fermi level the carrier density is a few $10^{18}$ cm⁻³ and the screening wave number is comparable to $k$, so the mode drops to roughly 9 meV at wave number $k$ and toward the transverse branch below that. Scattering by all of these is left out here. At higher temperature, or without a filled Fermi sea, inelastic scattering leaves the single energy shell and needs a separate treatment. The product of $k$ and the mean free path is about 420 at $k_z=0$, which supports treating the clusters as independent; for the in-plane motion it falls to about 100 at $\hbar v_zk_z=0.10$ eV and about 20 at 0.11 eV. The smooth potential couples the valleys negligibly, but an atomic core could couple them, and then the sums must run over all valleys. Remote bands and additional elastic channels change the numbers; as long as the potential is Hermitian and every open channel is counted, they leave the balance intact. The remaining values are in the numerical output.

## Computed results

```
half-gap 0.100 eV; band-edge mass 0.025 m_e
hbar*v 0.5521 eV nm; energy from midgap 0.150 eV
kinetic energy 50.0 meV; k 0.2025 1/nm
group velocity 625.2 nm/ps; column width 3.0 nm
column depth -0.100 eV at x=-5.0 nm, y=0.0 nm
column depth -0.050 eV at x=1.0 nm, y=-2.0 nm
column depth -0.080 eV at x=4.0 nm, y=3.0 nm
cluster density 1.0e+09 cm^-2
most skew pair: directions 326.25 and 292.50 deg
  W first to second 0.09566 1/(ps rad)
  W second to first 0.08055 1/(ps rad)
skewness sum|W-W^T|/sum(W+W^T) 0.0450
direction   0.0 deg: out 0.357079, in 0.357079 1/ps
direction  45.0 deg: out 0.330961, in 0.330961 1/ps
direction  90.0 deg: out 0.240196, in 0.240196 1/ps
direction 135.0 deg: out 0.266531, in 0.266531 1/ps
direction 180.0 deg: out 0.355171, in 0.355171 1/ps
direction 225.0 deg: out 0.333467, in 0.333467 1/ps
direction 270.0 deg: out 0.246429, in 0.246429 1/ps
direction 315.0 deg: out 0.262067, in 0.262067 1/ps
mean total rate 0.29899 1/ps; spread/mean 0.4428
largest |out-in|/mean 9.3e-16
largest unitarity error 4.6e-16
grid change of out-rates, relative 1.2e-07
circular column, depth -0.100 eV: S error 5.5e-10
  phase shift, upper-component m=-2: 0.05220 rad
  phase shift, upper-component m=-1: 0.47127 rad
  phase shift, upper-component m= 0: 0.87426 rad
  phase shift, upper-component m= 1: 0.20175 rad
  phase shift, upper-component m= 2: 0.01522 rad
third-order skew formula, coupling x0.002: error 3.1e-03
Kramers relation error 3.9e-15
absorbing column (-0.05i eV on first): |out-in|/mean 0.2002
entropy per state: start 0.51629, after 11.8 mean times 0.69147 k_B
three-mode occupations before: [0.9 0.2 0.5]
three-mode occupations after, Fock space: [0.3755 0.4714 0.7531]
three-mode occupations after, with blocking: [0.5385 0.5197 0.5417]
remote-band energy 15.6 meV (rough mass 0.1 m_e), 0.31 of kinetic
axial term 0.050 eV: mean rate 0.30109 1/ps, skewness 0.0500
kT at 10 K 0.862 meV; rate change for E+kT -0.17 %
optical phonon 14 meV (rough): occupation 8.8e-08
intervalley/forward potential, smooth columns: 10^-122
mean free path 2091 nm; k*path 423; cluster spacing 316 nm
```
